How uncertainty in U limits convex-hull decisions between oxidation states

**Question.** The Hubbard parameter U of a DFT+U calculation is known only to within 1 eV. How large is the resulting uncertainty in the energy of a reaction between oxides of different oxidation states, how does it scale, and which decisions about stability on the convex hull does it leave undetermined?

**Answer.** The uncertainty is the difference of the occupation penalties of products and reactants, multiplied by the error in U. For an error of 1 eV it is about 0.1 eV per metal atom in two model reactions treated below, the oxidation of MO to M₂O₃ and of M₂O₃ to MO₂. It is much smaller when the penalties balance across the reaction. A change of oxidation state therefore does not by itself make a decision uncertain. What counts is whether the unbalanced penalty, multiplied by the error in U, exceeds the energy margin of the decision.

**The energy as a function of U**

Take the rotationally invariant form of DFT+U with a single effective parameter, U standing for the Coulomb parameter minus the exchange parameter. The energy functional is

F = E_DFT + U P,

P = ½ Σ_σ Tr[n^σ(1 − n^σ)].

Here n^σ is the occupation matrix of the d orbitals for spin σ, and P is counted per metal atom. In the basis where n^σ is diagonal, each spin-orbital contributes ½n(1 − n). This vanishes for an empty or a full orbital and reaches its maximum, 1/8, at half filling. The penalty is dimensionless, so it can be read as eV of energy per eV of U. Its value depends on the projector that defines the d orbitals, and the same projector must be used in every phase.

Let E(U) be the minimum of F, and P(U) the penalty in the minimising state. Compare two values U₁ < U₂. The state that minimises F at U₁ is a legitimate trial state at U₂, where its energy is E(U₁) + (U₂ − U₁)P(U₁). The true minimum cannot lie above it:

E(U₂) − E(U₁) ≤ (U₂ − U₁)P(U₁).

With the roles exchanged, E(U₁) ≤ E(U₂) − (U₂ − U₁)P(U₂), which rearranges to

E(U₂) − E(U₁) ≥ (U₂ − U₁)P(U₂).

Together the two inequalities say that P(U₂) ≤ P(U₁): the penalty cannot increase with U. Dividing by U₂ − U₁ and letting U₂ approach U₁ gives, wherever the occupations change continuously,

dE/dU = P(U).

The density does relax when U changes, but this relaxation does not enter the first derivative. The derivative also holds for a state that is merely stationary, because a first-order change of its orbitals leaves F unchanged. The inequalities, by contrast, need a minimum.

**From one phase to a reaction**

Let ν_i be the number of metal atoms supplied by phase i, positive for products and negative for reactants, per metal atom converted. If all phases share the same U and the same error δU, integrating dE/dU from U₀ gives

δ(ΔE) = ΔP δU + ½ΔP′ δU² + …,

ΔP = Σ_i ν_i P_i,

with the prime denoting d/dU at U₀. Geometries are held fixed. Oxygen gas carries no U and contributes no penalty.

A hull decision is a statement about one particular reaction. Let d be the energy of a phase minus that of the cheapest mixture of other phases with the same composition, so that negative d means stable. If the mixture contains a fraction a_j of the metal atoms in phase j, the slope of d is

D = P_phase − Σ_j a_j P_j.

To first order d changes sign within U₀ ± δU when

|d(U₀)| < |D| δU.

This is the meaning of "undetermined" here. It is a statement about an interval, not a probability. If δU is a standard deviation, the threshold marks one standard deviation of d. The value of U at which the decision turns is, to the same order,

U_c ≈ U₀ − d(U₀)/D.

**What sets the size of the penalty**

Consider one d orbital at effective energy v above a ligand orbital, coupled to it by t and sharing one electron with it. Write the bonding state with amplitude sin θ on the d orbital and −cos θ on the ligand. Its energy is

v sin²θ − t sin 2θ.

Setting the derivative with respect to θ to zero gives v sin 2θ = 2t cos 2θ, so tan 2θ = 2t/v and

sin²2θ = 4t²/(v² + 4t²).

Since n = sin²θ, the product n(1 − n) equals ¼ sin²2θ, and the penalty of this orbital is

½n(1 − n) = t²/[2(v² + 4t²)].

For v much larger than t it falls as t²/(2v²): a nominally empty orbital that mixes weakly costs little. As v approaches zero it tends to 1/8 for any nonzero t. A higher oxidation state has more nominally empty d orbitals, and usually lower-lying ones. As long as their effective levels stay above the ligand level, both the number of terms and the size of each tend to grow. Where the total penalty does grow with oxidation state, a larger U raises the oxidised phases relative to the reduced ones. A delocalised mixed-valence phase can be an exception, because its penalty may exceed that of a more oxidised neighbour.

**A model series of oxides**

The following model makes the estimate quantitative. A metal M forms MO, M₂O₃ and MO₂ with high-spin d⁵, d⁴ and d³ ions. Every d spin-orbital has its own ligand partner at energy zero, with t = 2 eV for e_g and 1 eV for t₂g orbitals. A pair holding two electrons has n = 1 and no penalty; a nominally empty d orbital shares one electron with its ligand. All five minority-spin orbitals are of this kind. In the majority spin the number of nominally empty e_g orbitals is zero in MO, one in M₂O₃ and two in MO₂.

The bare minority levels lie at 6, 5 and 4 eV in the three oxides. The nominally empty majority levels lie at 2 eV in M₂O₃ and 1 eV in MO₂. The corresponding level in MO is filled and lies at 3 eV; its position matters only for the mixed-valence phase treated later. A term ½Kq² with K = 1 eV opposes any excess q of d electrons over the nominal count. Differentiating this term and the U term with respect to n gives the effective level

v = ε + Kq + U(½ − n),

where ε is the bare level. The orbitals and occupations are iterated to self-consistency by matrix diagonalisation. At U₀ = 4 eV the penalties per metal atom are

P(MO) = 0.072,

P(M₂O₃) = 0.154,

P(MO₂) = 0.271.

The occupations show where these numbers come from. The nominally empty majority orbital has n = 0.160 in M₂O₃ and contributes ½ × 0.160 × 0.840 = 0.067. In MO₂ there are two such orbitals with n = 0.214, contributing 2 × ½ × 0.214 × 0.786 = 0.168. Of the increase of 0.117 between the two oxides, 0.101 therefore comes from the majority e_g orbitals, and the remaining 0.016 from the minority spin.

The model supplies the dependence on U but not realistic lattice energies. The reaction energies at U₀ are therefore chosen, and a constant independent of U is added to each phase to reproduce them. For a given competing mixture the threshold |D|δU does not depend on this choice. The verdicts do, and so does the question of which mixture is the cheapest.

**Decisions that exchange oxygen gas**

Per metal atom the two oxidation steps are

MO + ¼O₂ → ½M₂O₃, ΔE = −0.80 eV,

½M₂O₃ + ¼O₂ → MO₂, ΔE = −0.08 eV.

Their slopes are 0.154 − 0.072 = 0.082 and 0.271 − 0.154 = 0.117. For δU = 1 eV the uncertainties are thus 0.082 and 0.117 eV per metal atom. The first reaction remains exothermic by a wide margin. The second does not have a determined sign, because 0.08 is smaller than 0.117. Nothing on the oxygen side offsets the extra penalty of the oxidised phase.

The energy of the second reaction, recomputed self-consistently, is −0.200 eV at U = 3 eV and +0.033 eV at U = 5 eV. MO₂ is on the hull at the first value, and at the second it releases oxygen to form M₂O₃. The linear estimate of the turning point is

U_c ≈ 4 + 0.080/0.117 = 4.68 eV,

and the full calculation gives 4.70 eV. An upward error of about 0.7 eV is enough to reverse the decision.

The small departure from linearity can be traced. The slope P(MO₂) − P(M₂O₃) falls from 0.124 at U = 3 eV to 0.109 at U = 5 eV, so ΔP′ is about −0.007 per eV. Half of this, −0.004 eV for δU = 1 eV, accounts for the difference between the linear value +0.037 eV and the full value +0.033 eV.

The inequalities derived earlier also bound the change without an expansion. When U rises by 1 eV, the energy of each phase rises by at least its penalty at 5 eV and at most its penalty at 4 eV. These are 0.249 and 0.271 for MO₂, and 0.140 and 0.154 for M₂O₃. The reaction energy must therefore rise by an amount between

0.249 − 0.154 = 0.095 eV and 0.271 − 0.140 = 0.131 eV.

Both bounds exceed 0.08 eV, so the reversal follows from the reaction energy at U₀ and the occupations at the two values of U, provided that both phases are in their minima.

Hull distances are often quoted per atom of all kinds. An oxide MO_x has 1 + x atoms per metal atom, so the uncertainty of 0.117 eV per metal atom in MO₂ is 0.039 eV per atom. The distance d is divided by the same factor, and the verdict is unchanged.

**Disproportionation**

Now compare M₂O₃ with an equal mixture, by metal atoms, of MO and MO₂. No oxygen gas is involved, and

D = P(M₂O₃) − ½[P(MO) + P(MO₂)]

= ½{[P(M₂O₃) − P(MO)] − [P(MO₂) − P(M₂O₃)]}

= ½(0.082 − 0.117) = −0.018.

The part of the penalty that is linear in oxidation state cancels, leaving only its curvature. An error of 1 eV in U thus produces an uncertainty of 0.018 eV per metal atom, against 0.117 eV for oxygen release from MO₂. With the chosen energies, d is −0.40 + 0.04 = −0.36 eV, and the decision is determined. The sign of D is negative here because the penalty rises faster in the second oxidation step than in the first; a larger U then favours the intermediate oxide.

**Mixed valence: where is the electron?**

The phase M₃O₄ has one third of its metal atoms nominally in the lower and two thirds in the higher of two neighbouring oxidation states. It competes with ⅓ MO and ⅔ M₂O₃, counted by metal atoms. Its average oxidation state equals that of the mixture, but its average penalty need not.

Suppose first that every site has the same occupation matrix, the average n̄ = f n_A + (1 − f)n_B of the matrices of the two separate ions, referred to the same local axes. The terms of P linear in n cancel in the comparison with the mixture. The quadratic terms leave

P(n̄) − fP(n_A) − (1 − f)P(n_B)

= ½Tr[f n_A² + (1 − f)n_B² − n̄²].

Expanding n̄² and collecting terms, the coefficient of n_A² is f − f² = f(1 − f), that of n_B² is (1 − f) − (1 − f)² = f(1 − f), and the mixed products carry −f(1 − f). Hence

P(n̄) − fP(n_A) − (1 − f)P(n_B) = ½f(1 − f)Tr(n_A − n_B)²,

with the trace taken over both spins. This is never negative: averaging the occupations costs penalty. For one orbital whose occupation differs by a whole electron it is 1/9 at f = 1/3, and 1/8 at f = 1/2.

In the model the active orbital has n = 1 in MO and 0.160 in M₂O₃, which gives

½ × (1/3) × (2/3) × (0.840)² = 0.078.

This estimate assumes averaged occupations. To let them adjust, three metal sites are placed on a ring, with a d–d hopping matrix element of −0.3 eV between the active orbitals and four electrons in the three active d orbitals and their ligands. The ring stands in for a crystal. Two forms of M₃O₄ are considered as alternatives, each given the same chosen energy, 0.04 eV per metal atom below the mixture of MO and M₂O₃ at U₀. This equality is imposed, and serves only to compare the slopes. A site with active occupation n, total minority occupation m and nominal active occupation r has the on-site energy εn + ε′m + ½K(n + m − r)² = (ε − Kr)n + (ε′ − Kr)m + ½K(n + m)² + ½Kr², apart from the U term. The combinations ε − Kr and ε′ − Kr are 2 and 5 eV on every site of both forms. The two forms are therefore two solutions of one functional, and in that functional the charge-ordered one lies 0.087 eV per metal atom below the delocalised one at U₀.

In the delocalised form all sites have the average levels of the two ions, and their equivalence is imposed. The active occupation is 0.463 on each site, and the self-consistent slope is D = 0.079, close to the estimate. Since 0.04 is smaller than 0.079, the decision is undetermined. Full calculations give d = −0.117 eV at U = 3 eV and +0.041 eV at 5 eV. The turning point is 4 + 0.040/0.0786 = 4.51 eV in the linear estimate and 4.50 eV in full. This state is stationary, but at U = 3, 4 and 5 eV it is a saddle point: the charge-ordered state described next lies lower by 0.024, 0.087 and 0.162 eV per metal atom. At U = 2 eV the symmetric state is the minimum. The verdict just given thus describes a calculation in which the equivalence of the sites is enforced.

In the charge-ordered form one site has the levels and nominal count of the ion in MO and the other two have those of M₂O₃. As shown above, the three sites remain equivalent in the functional, so the order is spontaneous. The active occupations are 0.970, 0.176 and 0.176. Their contribution to the penalty per metal atom is

(½ × 0.970 × 0.030 + 2 × ½ × 0.176 × 0.824)/3 = 0.053,

whereas the active orbitals of the separate oxides contribute ⅔ × 0.067 = 0.045. The difference agrees with the self-consistent slope, D = 0.008. It arises from the d–d hopping, which is the one respect in which these sites differ from those of the separate oxides. The threshold is now well below 0.04 eV, and M₃O₄ stays on the hull, with d = −0.053 eV at U = 3 eV and −0.034 eV at 5 eV. The linear rule is only rough here: D falls from 0.021 at U = 3 eV to below 0.005 at 5 eV, and the shift of 0.013 eV at 3 eV exceeds the threshold of 0.008 eV.

The two forms have the same composition, the same average oxidation state and the same assigned stability at U₀. Yet their slopes D at U₀ differ by nearly a factor of ten. Inspecting the site occupations is therefore necessary before an uncertainty is assigned to a mixed-valence phase.

**The complete hull**

Adding M₃O₄ changes the competitor of M₂O₃. Linear programming over all phases and oxygen gas finds that its cheapest alternative at U₀ is now ¾ M₃O₄ and ¼ MO₂, by metal atoms, and that d = −0.150 eV. With the delocalised M₃O₄,

D = 0.154 − ¾ × 0.205 − ¼ × 0.271 = −0.068.

The threshold of 0.068 eV is almost four times that for disproportionation into MO and MO₂, because the competing mixture contains the penalised delocalised phase. The margin is still sufficient: M₂O₃ lies at −0.084 eV when U = 3 eV. With charge-ordered M₃O₄ the slope is only −0.015.

For δU = 1 eV the decisions for the oxides above MO are therefore:

- MO₂ against loss of oxygen: undetermined, with 0.080 eV against a threshold of 0.117 eV.
- Delocalised M₃O₄ against MO and M₂O₃: undetermined, with 0.040 eV against 0.079 eV.
- Charge-ordered M₃O₄ against the same mixture: determined, with 0.040 eV against 0.008 eV.
- M₂O₃ against M₃O₄ and MO₂: determined for either form of M₃O₄, with 0.150 eV against at most 0.068 eV.

A change of competitor must be watched for when U varies. Since d is measured from the cheapest mixture, it is the largest of the values obtained from all possible mixtures. Following one reaction can therefore show that a phase has become unstable, but cannot alone show that it has remained stable.

**If each oxidation state has its own error**

So far one error was common to all phases. If U is instead determined separately for each oxidation state, with independent errors δU_i, the first-order change is Σν_iP_iδU_i, provided that each phase contains a single oxidation state. In a charge-ordered phase the penalty of each site must instead be multiplied by the error belonging to its own oxidation state. Errors of at most 1 eV can then add in the worst case. For the oxidation of M₂O₃ to MO₂ this gives, to first order,

0.271 + 0.154 = 0.425 eV,

while independent standard deviations of 1 eV give

√(0.271² + 0.154²) = 0.31 eV.

Both are well above the 0.117 eV of a common error, because the penalties no longer cancel. These figures measure sensitivity. They do not justify subtracting energies computed with different U, which belong to different functionals and have no automatically common zero.

**Where the estimate stops**

The linear rule requires that each phase stay on one electronic solution. If the lowest solution changes at some U, for instance from a delocalised to a charge-ordered state, a slope taken on one side need not describe the other. Where two distinct solutions cross, the penalty can jump. Where charge order instead grows continuously from zero, the penalty is continuous, but its dependence on U can change abruptly. The minimum energy still obeys the inequalities, with the penalty of the appropriate solution at each end.

The hull here runs from MO to oxygen gas. Elemental metal was left out: its d electrons form bands with fractional occupations, and applying the oxide's U to them introduces an error of a different kind. Errors of the underlying density functional, including its description of the O₂ molecule, are also outside the estimate. A decision called determined is thus determined only with respect to a common error in U. If the errors are separate, it must be judged anew.

The numerical thresholds belong to the model's parameters: the hybridisation, the level positions, K and U₀. For a real set of oxides, the quantities to extract are the occupation matrices at U₀. In these, nominally filled orbitals need not have n = 1, and they then add a projector-dependent share to P that the model omits. They give every P_i, and hence every first-order threshold, without a further self-consistent calculation. A decision whose margin lies near its threshold should then be recomputed at both ends of the interval.
